# Static Screening and Impurity Potentials in the Two-Dimensional Electron Gas: verification in Python

```python
"""Static screening in a strictly two-dimensional electron gas at T = 0.
Result under test (Hartree atomic units):
  Pi(q) = g m/(2 pi) * [1 - theta(q-2kF) sqrt(1-(2kF/q)^2)],  q_s = g m/kappa,
  impurity potential = smooth part  Z (1+q_s d)/(kappa q_s^2 r^3)
    plus Friedel part  -(Z/kappa) q_s exp(-2kF d) sin(2kF r)/((2kF+q_s)^2 r^2).
m: band mass, g: spin times valley degeneracy, kappa: background dielectric
constant, kF: Fermi wavevector, Z: impurity charge, d: its height above the
plane, r: in-plane distance. Potentials are those felt by a positive unit charge.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.special import j0, y0, struve

mass, kappa, g, Z = 0.1, 10.0, 2, 1.0
densities = (1.0e-5, 4.0e-5)
d_remote = 400.0
q_s = g * mass / kappa
bohr_nm = constants.physical_constants["Bohr radius"][0] * 1e9
hartree_meV = constants.physical_constants["Hartree energy in eV"][0] * 1e3


def fermi_wavevector(n):
    return np.sqrt(4 * np.pi * n / g)


def pi_formula(q, kF, m):
    edge = np.sqrt(1 - (2 * kF / q) ** 2) if q > 2 * kF else 0.0
    return g * m / (2 * np.pi) * (1 - edge)


def pi_quadrature(q, kF, m):
    """Sum over occupied-to-empty transitions, Cartesian, no principal value.

    With k = p - q/2 the energy denominator is p_x q/m; the p_y integral is
    the length inside one Fermi disc and outside the shifted one."""
    def integrand(px):
        inside = np.sqrt(max(kF**2 - (px - q / 2) ** 2, 0.0))
        blocked = np.sqrt(max(kF**2 - (px + q / 2) ** 2, 0.0))
        return 2 * (inside - blocked) / px
    a, b = abs(kF - q / 2), kF + q / 2
    total = quad(integrand, a, b, epsabs=0, epsrel=1e-9, limit=200)[0]
    if q < 2 * kF:
        total += quad(integrand, 0, a, epsabs=0, epsrel=1e-9, limit=200)[0]
    return 2 * g / (4 * np.pi**2) * m / q * total


def pi_diagonalization(q, strength=0.003, n_k=4000):
    """Density response to 2*strength*cos(q x) for m = kF = 1, from eigenstates."""
    kx = ((np.arange(n_k) + 0.5) / n_k - 0.5) * q
    shifts = np.arange(-4, 5) * q
    H = np.zeros((n_k, 9, 9))
    i = np.arange(9)
    H[:, i, i] = 0.5 * (kx[:, None] + shifts) ** 2
    H[:, i[:-1], i[1:]] = strength
    H[:, i[1:], i[:-1]] = strength
    energy, c = np.linalg.eigh(H)
    ky_max = np.sqrt(2 * np.maximum(0.5 - energy, 0.0))
    rho = np.sum(c[:, 1:, :] * c[:, :-1, :], axis=1)
    n_q = g / (2 * np.pi) ** 2 * np.sum(2 * ky_max * rho) * q / n_k
    return -n_q / strength


gauss_x, gauss_w = np.polynomial.legendre.leggauss(12)


def panels(top, width):
    n = int(np.ceil(top / width))
    h = top / n
    x = (h * np.arange(n)[:, None] + h * (gauss_x + 1) / 2).ravel()
    return x, np.tile(h * gauss_w / 2, n)


def potential(r, d, kF, lindhard=True):
    """Bare potential minus the Hankel integral of the induced part."""
    Q = 2 * kF
    width = min(np.pi / r, Q / 20)
    q, w = panels(Q, width)
    induced = np.sum(w * j0(q * r) * np.exp(-q * d) * q_s / (q + q_s))
    p, w = panels(100 * Q, width)      # q^2 = Q^2 + p^2 removes the root edge
    q = np.hypot(p, Q)
    G = Q**2 / (q * (q + p)) if lindhard else 1.0
    induced += np.sum(w * p / q * j0(q * r) * np.exp(-q * d)
                      * q_s * G / (q + q_s * G))
    return Z / kappa * (1 / np.hypot(r, d) - induced)


def smooth_part(r, d):
    def f(s):
        return np.exp(-q_s * s) * (d + s) / (r**2 + (d + s) ** 2) ** 1.5
    return Z / kappa * quad(f, 0, 40 / q_s, epsabs=0, epsrel=1e-11, limit=300)[0]


def cubic_law(r, d):
    return Z * (1 + q_s * d) / (kappa * q_s**2 * r**3)


def friedel_law(r, d, kF):
    Q = 2 * kF
    return -Z / kappa * q_s * np.exp(-Q * d) * np.sin(Q * r) / ((Q + q_s) * r) ** 2


# Angular principal value: zero when the denominator changes sign.
a, b = 1.0, 1.7
root = np.arccos(-a / b)
pv = 2 * quad(lambda t: (t - root) / (a + b * np.cos(t)), 0, np.pi,
              weight="cauchy", wvar=root)[0]
assert abs(pv) < 1e-7
a = 2.0
regular = quad(lambda t: 1 / (a + b * np.cos(t)), 0, 2 * np.pi)[0]
assert abs(regular - 2 * np.pi / np.sqrt(a * a - b * b)) < 1e-8

# Polarisability against transition quadrature and against diagonalization.
print("Pi(q)/Pi(0): q/kF, formula, quadrature")
for x in (0.3, 1.0, 1.9, 2.1, 3.0, 5.0):
    exact, numeric = pi_formula(x, 1.0, 1.0), pi_quadrature(x, 1.0, 1.0)
    assert abs(exact - numeric) < 1e-7
    print(f"  {x:.1f}  {exact*2*np.pi/g:.6f}  {numeric*2*np.pi/g:.6f}")
print("Pi(q)/Pi(0) from diagonalization in a weak cosine potential:")
for x in (1.2, 3.0):
    response = pi_diagonalization(x)
    exact = pi_formula(x, 1.0, 1.0)
    assert abs(response / exact - 1) < 0.01   # finite field and k grid
    print(f"  q/kF = {x:.1f}: {response*2*np.pi/g:.4f}, "
          f"formula {exact*2*np.pi/g:.4f}")

print(f"Band mass {mass} m_e, kappa {kappa}, g {g}, Z {Z}")
print(f"Effective Bohr radius kappa/m = {kappa/mass:.1f} bohr")
print(f"q_s = {q_s:.4f} bohr^-1 = {q_s/bohr_nm:.4f} nm^-1")
print(f"Screening length 1/q_s = {1/q_s:.1f} bohr")
q_in, q_out = 0.010, 0.025
found = []
for n in densities:
    kF = fermi_wavevector(n)
    pair = [2 * np.pi / kappa * pi_quadrature(q, kF, mass) for q in (q_in, q_out)]
    found.append(pair)
    print(f"n = {n:.1e} bohr^-2 = {n/(bohr_nm*1e-7)**2:.3e} cm^-2")
    print(f"  kF = {kF:.6f}, 2kF = {2*kF:.6f} bohr^-1, "
          f"E_F = {kF**2/(2*mass)*hartree_meV:.3f} meV")
    print(f"  q_s G(q) at q = {q_in:.3f} bohr^-1: {pair[0]:.6f} bohr^-1")
    print(f"  q_s G(q) at q = {q_out:.3f} bohr^-1: {pair[1]:.6f} bohr^-1")
assert abs(found[0][0] - q_s) < 1e-8 and abs(found[1][0] - q_s) < 1e-8
assert found[0][1] < 0.9 * q_s and abs(found[1][1] - q_s) < 1e-8

kF, kF_dense = map(fermi_wavevector, densities)
Q = 2 * kF

# Smooth part against the Hankel integral and, in the plane, Struve functions.
hankel = potential(1000.0, d_remote, kF, lindhard=False)
assert abs(smooth_part(1000.0, d_remote) / hankel - 1) < 1e-7
x = q_s * 400.0
struve_form = Z / kappa * (1 / 400.0 - np.pi / 2 * q_s * (struve(0, x) - y0(x)))
assert abs(smooth_part(400.0, 0.0) / struve_form - 1) < 1e-7


def radius(turns):
    return 2 * np.pi * (turns + 0.25) / Q


# Friedel law: its relative error must halve when r grows fourfold.
errors = []
for turns in (100, 401):
    r = radius(turns)
    part = potential(r, 0.0, kF) - smooth_part(r, 0.0)
    errors.append(part / friedel_law(r, 0.0, kF) - 1)
    print(f"Friedel law, d = 0, r = {r:.0f} bohr: relative error {errors[-1]:.4f}")
assert abs(errors[0]) < 0.05 and 1.9 < errors[0] / errors[1] < 2.1
print(f"  ratio of the two errors = {errors[0]/errors[1]:.3f}")
r = radius(100)
part = potential(r, d_remote, kF) - smooth_part(r, d_remote)
remote_ratio = part / friedel_law(r, d_remote, kF)
assert abs(remote_ratio - 1) < 0.05
print(f"Friedel part / law, d = {d_remote:.0f}, r = {r:.0f} bohr: "
      f"{remote_ratio:.4f}")

for d in (0.0, d_remote):
    r_x = (1 + q_s * d) * (Q + q_s) ** 2 * np.exp(Q * d) / q_s**3
    print(f"d = {d:.0f} bohr: exp(-2kF d) = {np.exp(-Q*d):.3e}, "
          f"crossover r_x = {r_x:.4g} bohr")
    print("  r (bohr); hartree: full, smooth, r^-3 law, Friedel law")
    for turns in (5, 5.5, 25, 25.5):
        r = radius(turns)
        full, smooth = potential(r, d, kF), smooth_part(r, d)
        print(f"  {r:8.1f} {full: .4e} {smooth: .4e} "
              f"{cubic_law(r, d): .4e} {friedel_law(r, d, kF): .4e}")
        if d == 0:
            assert full * friedel_law(r, d, kF) > 0   # oscillation sets the sign
        else:
            assert full > 0

# Remote impurity: cubic law with the full polarisability, at both densities.
r = radius(25)
ratios = [potential(r, d_remote, k) / cubic_law(r, d_remote)
          for k in (kF, kF_dense)]
assert abs(ratios[0] - 1) < 0.02      # remaining Friedel part is about one percent
assert abs(ratios[1] - 1) < 0.005     # remaining r^-5 correction
print(f"Full potential / r^-3 law, d = {d_remote:.0f}, r = {r:.1f} bohr:")
for n, value in zip(densities, ratios):
    print(f"  n = {n:.1e} bohr^-2: {value:.5f}")
print("all good")
```

Running it gives:

```
Pi(q)/Pi(0): q/kF, formula, quadrature
  0.3  1.000000  1.000000
  1.0  1.000000  1.000000
  1.9  1.000000  1.000000
  2.1  0.695089  0.695089
  3.0  0.254644  0.254644
  5.0  0.083485  0.083485
Pi(q)/Pi(0) from diagonalization in a weak cosine potential:
  q/kF = 1.2: 1.0000, formula 1.0000
  q/kF = 3.0: 0.2546, formula 0.2546
Band mass 0.1 m_e, kappa 10.0, g 2, Z 1.0
Effective Bohr radius kappa/m = 100.0 bohr
q_s = 0.0200 bohr^-1 = 0.3779 nm^-1
Screening length 1/q_s = 50.0 bohr
n = 1.0e-05 bohr^-2 = 3.571e+11 cm^-2
  kF = 0.007927, 2kF = 0.015853 bohr^-1, E_F = 8.549 meV
  q_s G(q) at q = 0.010 bohr^-1: 0.020000 bohr^-1
  q_s G(q) at q = 0.025 bohr^-1: 0.004536 bohr^-1
n = 4.0e-05 bohr^-2 = 1.428e+12 cm^-2
  kF = 0.015853, 2kF = 0.031707 bohr^-1, E_F = 34.195 meV
  q_s G(q) at q = 0.010 bohr^-1: 0.020000 bohr^-1
  q_s G(q) at q = 0.025 bohr^-1: 0.020000 bohr^-1
Friedel law, d = 0, r = 39732 bohr: relative error 0.0252
Friedel law, d = 0, r = 159029 bohr: relative error 0.0125
  ratio of the two errors = 2.011
Friedel part / law, d = 400, r = 39732 bohr: 1.0255
d = 0 bohr: exp(-2kF d) = 1.000e+00, crossover r_x = 160.7 bohr
  r (bohr); hartree: full, smooth, r^-3 law, Friedel law
    2080.7 -3.7591e-07  2.7609e-08  2.7751e-08 -3.5936e-07
    2278.9  3.5546e-07  2.1033e-08  2.1123e-08  2.9958e-07
   10007.4 -1.6081e-08  2.4939e-10  2.4945e-10 -1.5536e-08
   10205.6  1.5930e-08  2.3514e-10  2.3520e-10  1.4938e-08
d = 400 bohr: exp(-2kF d) = 1.762e-03, crossover r_x = 8.208e+05 bohr
  r (bohr); hartree: full, smooth, r^-3 law, Friedel law
    2080.7  2.3198e-07  2.3265e-07  2.4976e-07 -6.3319e-10
    2278.9  1.7971e-07  1.7914e-07  1.9011e-07  5.2785e-10
   10007.4  2.2092e-09  2.2380e-09  2.2450e-09 -2.7373e-11
   10205.6  2.1380e-09  2.1104e-09  2.1168e-09  2.6321e-11
Full potential / r^-3 law, d = 400, r = 10007.4 bohr:
  n = 1.0e-05 bohr^-2: 0.98404
  n = 4.0e-05 bohr^-2: 0.99685
all good
```
